**Magnetic powder lines of an MnO-type antiferromagnet**

For spins perpendicular to [111], the program tests the line intensity I ∝ f² Σ ½[1 + (h+k+l)²/(3|H|²)]/(sin θ sin 2θ). Here H = (h,k,l) are indices in the doubled cubic cell, f is the magnetic form factor, 2θ is the scattering angle, and the sum runs over the allowed reflections of one propagation domain. The program asserts the extinction rule against an explicit 32-ion sum, and the spin average against explicit spin axes and unequal propagation-domain populations. A magnetic Debye pair sum over a Gaussian-weighted crystallite, which uses no list of reflections, tests the peak areas for several spin directions; the largest error in the summed spin factor is 0.0042. Integrating that profile over scattering angle reproduces the relative intensities within the asserted tolerance of 1%. The form factor comes from a restricted open-shell Hartree–Fock calculation of free Mn²⁺. The first five lines come out as 100, 25.44, 12.98, 9.42 and 4.65 for in-plane spins, while the first line vanishes for spins along [111].

## Verification by program

```python
"""Magnetic powder lines of an fcc antiferromagnet with k = (1/2,1/2,1/2).

Result under test: for spins perpendicular to [111] the line intensity is
  I ~ f(Q)^2 * sum_H (1/2)[1 + (h+k+l)^2/(3|H|^2)] / (sin(theta) sin(2 theta)),
H = odd indices in the doubled cubic cell (edge 2a), all congruent modulo 4,
Q = pi*H/a, f = magnetic form factor, 2 theta = scattering angle.
q2 = 1 - (Qhat.u)^2 for spin axis u; tilt = angle between u and [111].
Ion positions are given as integer vectors in units of a/2.
"""
from fractions import Fraction
import numpy as np
from scipy import constants as const
from pyscf import gto, scf, dft

EDGE = 4.4          # cubic edge a, angstrom
WAVELENGTH = 1.5    # angstrom
AXIS = np.ones(3) / np.sqrt(3)
E1 = np.array([1, -1, 0]) / np.sqrt(2)
E2 = np.array([1, 1, -2]) / np.sqrt(6)


def spin_axis(tilt_deg, azimuth_deg):
    t, p = np.radians([tilt_deg, azimuth_deg])
    return np.cos(t) * AXIS + np.sin(t) * (np.cos(p) * E1 + np.sin(p) * E2)


def q2_single(H, u):
    return 1 - (H @ u) ** 2 / np.sum(H * H, axis=-1)


def q2_mean(H, tilt_deg=90.0):
    """Derived threefold average of q2 about [111]."""
    c2 = np.sum(H, axis=-1) ** 2 / (3 * np.sum(H * H, axis=-1))
    t = np.radians(tilt_deg)
    return 1 - c2 * np.cos(t) ** 2 - 0.5 * (1 - c2) * np.sin(t) ** 2


# --- scattering amplitude per Bohr magneton, in fm
pc = const.physical_constants
mu_n = abs(pc["neutron mag. mom."][0])
mu_B = pc["Bohr magneton"][0]
p_fm = 1e15 * const.mu_0 * const.m_n * mu_n * mu_B / (2 * np.pi * const.hbar**2)
gamma = abs(pc["neutron mag. mom. to nuclear magneton ratio"][0])
usual_p = 1e15 * gamma * pc["classical electron radius"][0] / 2
assert abs(p_fm / (usual_p * const.m_n / const.m_p) - 1) < 1e-7

# --- explicit sum over the 32 ions of the doubled cell
cell = np.array([v for v in np.ndindex(4, 4, 4) if sum(v) % 2 == 0])
assert len(cell) == 32
r = np.arange(-5, 6)
all_H = np.array(np.meshgrid(r, r, r, indexing="ij")).reshape(3, -1).T
norm2 = np.sum(all_H**2, axis=1)
keep = (norm2 > 0) & (norm2 <= 35)
all_H, norm2 = all_H[keep], norm2[keep]
phases = np.exp(0.5j * np.pi * (all_H @ cell.T))
domain_signs = np.array([[1, 1, 1], [-1, 1, 1], [1, -1, 1], [1, 1, -1]])
S = np.array([abs(phases @ np.cos(0.5 * np.pi * (cell @ s)))
              for s in domain_signs])
rem = all_H % 4
rule = ((rem[:, 0] % 2 == 1) & (rem[:, 0] == rem[:, 1])
        & (rem[:, 1] == rem[:, 2]))
assert np.allclose(S[0], 32 * rule, atol=1e-9)
odd = np.all(all_H % 2 == 1, axis=1)
assert np.array_equal(np.sum(S > 16, axis=0), odd.astype(int))

allowed = all_H[S[0] > 16]
allowed_n2 = np.sum(allowed**2, axis=1)
families = np.unique(allowed_n2)
members = [allowed[allowed_n2 == n] for n in families]
mult = np.array([len(m) for m in members])
weight = np.array([q2_mean(m).sum() for m in members])
weight_axial = np.array([q2_mean(m, 0.0).sum() for m in members])

# --- average over three spin domains, for several in-plane azimuths
for az in (0, 17, 90):
    explicit = np.mean([q2_single(allowed, spin_axis(90, az + d))
                        for d in (0, 120, 240)], axis=0)
    assert np.allclose(explicit, q2_mean(allowed), atol=1e-12)

# --- unequal propagation domains, each with its own in-plane azimuth
populations = np.array([0.55, 0.25, 0.15, 0.05])
for n, expected in zip(families, weight):
    total = 0.0
    for s, S_dom, pop, az in zip(domain_signs, S, populations, (5, 33, 71, 100)):
        chosen = all_H[(norm2 == n) & (S_dom > 16)]
        total += pop * q2_single(chosen, s * spin_axis(90, az)).sum()
    assert abs(total - expected) < 1e-10

# --- form factor of free Mn2+ from its ROHF spin density
mol = gto.M(atom="Mn 0 0 0", basis="def2-tzvp", charge=2, spin=5, verbose=0)
mf = scf.ROHF(mol)
mf.conv_tol = 1e-10
mf.kernel()
assert mf.converged
open_shell = mf.mo_coeff[:, mf.mo_occ == 1]
not_d = np.array(["d" not in lab[2] for lab in mol.ao_labels(fmt=None)])
assert open_shell.shape[1] == 5
assert np.max(np.abs(open_shell[not_d])) < 1e-3   # a pure 3d^5 shell
grid = dft.gen_grid.Grids(mol)
grid.level = 4
grid.build()
orbitals = mol.eval_gto("GTOval_sph", grid.coords) @ open_shell
spin_weight = grid.weights * np.sum(orbitals**2, axis=1) / 5
radius = np.linalg.norm(grid.coords, axis=1)
BOHR = pc["Bohr radius"][0] * 1e10


def form_factor(Q):
    """Spherical transform; Q in inverse angstrom."""
    return np.array([spin_weight @ np.sinc(q * BOHR * radius / np.pi)
                     for q in np.atleast_1d(Q)])


assert abs(form_factor(0.0)[0] - 1) < 1e-4
Q_lines = np.pi * np.sqrt(families) / EDGE
f_lines = form_factor(Q_lines)
for direction in (AXIS, np.array([1.0, 0, 0]), E1):
    vector_ft = [spin_weight @ np.cos(q * BOHR * (grid.coords @ direction))
                 for q in Q_lines]
    assert np.allclose(vector_ft, f_lines, atol=2e-4)

# --- predicted intensities
theta = np.arcsin(WAVELENGTH * Q_lines / (4 * np.pi))
lorentz = 1 / (np.sin(theta) * np.sin(2 * theta))
raw = weight * f_lines**2 * lorentz
intensity = 100 * raw / raw[0]
axial_intensity = 100 * weight_axial * f_lines**2 * lorentz / raw[0]
moment = 5.0        # Bohr magnetons, spin only
F2_barn = (32 * p_fm * moment * f_lines) ** 2 * weight / mult / 100

# --- independent road: magnetic Debye pair sum of a Gaussian crystallite
SIZE = 4.0          # Gaussian length of the crystallite in units of a
reach = 68          # pair cutoff in a/2, where the pair weight is about 1e-8
g = np.arange(-reach, reach + 1)
X, Y, Z = np.meshgrid(g, g, g, indexing="ij", sparse=True)
inside = ((X + Y + Z) % 2 == 0) & (X**2 + Y**2 + Z**2 <= reach**2)
pairs = np.argwhere(inside) - reach
pair_n2 = np.sum(pairs**2, axis=1)
pair_sign = 1.0 - (np.sum(pairs, axis=1) % 4)   # sum 0 -> +1, sum 2 -> -1
shell_A = np.bincount(pair_n2, weights=pair_sign)
shells = np.unique(pair_n2)[1:]
envelope = np.exp(-shells / (16 * SIZE**2))


def debye_profile(h, u):
    """Orientation-averaged scattering per ion at h = Q*a/pi, with f = 1."""
    shell_B = np.bincount(pair_n2, weights=pair_sign * (pairs @ u) ** 2)
    x = 0.5 * np.pi * np.outer(h, np.sqrt(shells))
    j0 = np.sin(x) / x
    j1_over_x = (j0 - np.cos(x)) / x**2
    j2 = 3 * j1_over_x - j0
    return (2 / 3 + (j0 - j1_over_x) @ (envelope * shell_A[shells])
            + j2 @ (envelope * shell_B[shells] / shells))


roots = np.sqrt(np.append(families, 43))        # 43 is the next family
edges = np.concatenate([[1.0], 0.5 * (roots[1:] + roots[:-1])])
h_grid = np.arange(1.0, edges[-1], 0.01)
worst_area = 0.0
for tilt, az in ((90, 0), (90, 25), (90, 90), (50, 10), (0, 0)):
    curve = h_grid**2 * debye_profile(h_grid, spin_axis(tilt, az))
    for i, m in enumerate(members):
        window = (h_grid >= edges[i]) & (h_grid < edges[i + 1])
        area = np.pi / 8 * curve[window].sum() * 0.01
        worst_area = max(worst_area, abs(area - q2_mean(m, tilt).sum()))
# finite peak width smears the spin factor by a few parts in a thousand
assert worst_area < 0.01, worst_area

# scan in scattering angle, as a detector of fixed size records it
step = np.radians(0.05)
two_theta = np.arange(np.radians(9.8), np.radians(64.5), step)
h_scan = 4 * EDGE * np.sin(two_theta / 2) / WAVELENGTH
scan = (debye_profile(h_scan, spin_axis(90, 25))
        * form_factor(np.pi * h_scan / EDGE) ** 2)
scan_area = np.array([scan[(h_scan >= lo) & (h_scan < hi)].sum() * step
                      for lo, hi in zip(edges[:-1], edges[1:])])
scan_intensity = 100 * scan_area / scan_area[0]
# finite peak width again limits the agreement to below one per cent
assert np.allclose(scan_intensity, intensity, rtol=0.01)

# --- output
print(f"cubic edge a = {EDGE:.1f} angstrom; wavelength = {WAVELENGTH:.1f} angstrom")
print(f"amplitude p = {p_fm:.4f} fm per Bohr magneton")
print(f"usual gamma*r0/2 = {usual_p:.4f} fm per Bohr magneton")
print(f"moment = {moment:.1f} Bohr magnetons; ions in doubled cell = {len(cell)}")
print(f"ROHF energy of Mn2+ = {mf.e_tot:.4f} hartree")
example = np.array([3, -1, -1])
for name, u in (("[1,-1,0]", [1, -1, 0]), ("[0,1,-1]", [0, 1, -1]),
                ("[1,0,-1]", [1, 0, -1])):
    value = q2_single(example, np.array(u) / np.sqrt(2))
    print(f"q2 of (3,-1,-1)/2, spin along {name} = {value:.4f}")
print(f"q2 of (3,-1,-1)/2, domain average = {q2_mean(example):.4f}")
for H in ([3, 3, 3], [5, 1, 1]):
    print(f"q2 of {tuple(H)}/2, domain average = {q2_mean(np.array(H)):.4f}")
print("Lines: H (representative), |H|^2, Q (1/angstrom), 2theta (deg), f")
for i, m in enumerate(members):
    rep = tuple(int(c) for c in m[-1])
    print(f"  {rep} {families[i]} {Q_lines[i]:.4f} "
          f"{np.degrees(2 * theta[i]):.2f} {f_lines[i]:.4f}")
print("In-plane spins: |H|^2, M, mean q2, M*q2, M*q2 as fraction")
for i, n in enumerate(families):
    frac = Fraction(float(weight[i])).limit_denominator(200)
    print(f"  {n} {mult[i]} {weight[i] / mult[i]:.4f} {weight[i]:.4f} {frac}")
print("|H|^2, mean |Fperp|^2 (barn per 32-ion cell), Lorentz factor")
for i, n in enumerate(families):
    print(f"  {n} {F2_barn[i]:.1f} {lorentz[i]:.3f}")
print("Relative intensity: |H|^2, in-plane formula, Debye scan, spins on [111]")
for i, n in enumerate(families):
    print(f"  {n} {intensity[i]:.2f} {scan_intensity[i]:.2f} "
          f"{axial_intensity[i]:.2f}")
print(f"largest error of M*q2 in Debye peak areas = {worst_area:.4f}")
print(f"Gaussian length of Debye crystallite = {SIZE * EDGE:.1f} angstrom")
print("done: every assertion held")
```

It prints:

```
cubic edge a = 4.4 angstrom; wavelength = 1.5 angstrom
amplitude p = 2.6991 fm per Bohr magneton
usual gamma*r0/2 = 2.6954 fm per Bohr magneton
moment = 5.0 Bohr magnetons; ions in doubled cell = 32
ROHF energy of Mn2+ = -1149.0859 hartree
q2 of (3,-1,-1)/2, spin along [1,-1,0] = 0.2727
q2 of (3,-1,-1)/2, spin along [0,1,-1] = 1.0000
q2 of (3,-1,-1)/2, spin along [1,0,-1] = 0.2727
q2 of (3,-1,-1)/2, domain average = 0.5152
q2 of (3, 3, 3)/2, domain average = 1.0000
q2 of (5, 1, 1)/2, domain average = 0.8025
Lines: H (representative), |H|^2, Q (1/angstrom), 2theta (deg), f
  (1, 1, 1) 3 1.2367 16.98 0.8982
  (3, -1, -1) 11 2.3681 32.84 0.6872
  (3, 3, -1) 19 3.1122 43.62 0.5371
  (5, 1, 1) 27 3.7100 52.57 0.4265
  (5, 1, -3) 35 4.2241 60.56 0.3427
In-plane spins: |H|^2, M, mean q2, M*q2, M*q2 as fraction
  3 2 1.0000 2.0000 2
  11 6 0.5152 3.0909 34/11
  19 6 0.7193 4.3158 82/19
  27 8 0.8519 6.8148 184/27
  35 12 0.5429 6.5143 228/35
|H|^2, mean |Fperp|^2 (barn per 32-ion cell), Lorentz factor
  3 1504.7 23.199
  11 453.7 6.524
  19 387.0 3.902
  27 289.0 2.844
  35 118.9 2.277
Relative intensity: |H|^2, in-plane formula, Debye scan, spins on [111]
  3 100.00 100.00 0.00
  11 25.44 25.46 47.88
  19 12.98 12.99 10.13
  27 9.42 9.42 3.28
  35 4.65 4.66 7.84
largest error of M*q2 in Debye peak areas = 0.0042
Gaussian length of Debye crystallite = 17.6 angstrom
done: every assertion held
```
